\section*{Correcting a fixed-cell migration barrier for cell relaxation}

\section*{Question}

I am computing the barrier for a vacancy hop in copper, the elementary step of bulk vacancy transport in an interconnect. Both the initial state and the saddle were relaxed in the same supercell, with the cell vectors held at those of the perfect crystal. Each state is left with a residual stress, which I have converted to an elastic dipole, $P_i$ for the initial state and $P_s$ for the saddle.

I now want the barrier that I would have found by letting the cell relax too. Since a barrier is an energy difference, I took the dipole difference $P_s-P_i$ and put it into the usual quadratic elastic energy. A colleague says that this answers a different question. Which expression belongs here, and does the choice matter in cells of about a hundred atoms?

\section*{Answer}

Your colleague is right. The elastic energy is quadratic, so it has to be evaluated for each state before subtracting. Your expression is the correct one for another starting cell, as shown below.

\subsection*{Energy of one state as a function of cell strain}

Let $V$ be the volume of the perfect, unstressed supercell and $\varepsilon$ a small symmetric strain of the cell. A dot between tensors means full contraction, $P\cdot\varepsilon=\sum_{jk}P_{jk}\varepsilon_{jk}$. For state $a$ ($i$ or $s$), let $E_a(\varepsilon)$ be the energy with the atoms at their stationary positions $u_a(\varepsilon)$. Its slope at $\varepsilon=0$ is
\begin{equation}
\frac{dE_a}{d\varepsilon}
=\frac{\partial E}{\partial\varepsilon}
+\frac{\partial E}{\partial u}\cdot\frac{du_a}{d\varepsilon}
=\frac{\partial E}{\partial\varepsilon}=V\sigma_a ,
\end{equation}
because the forces $-\partial E/\partial u$ vanish at a saddle as well as at a minimum. With tension counted as positive stress $\sigma$, the elastic dipole is $P_a=-V\sigma_a$ at $\varepsilon=0$. A positive diagonal element means that the defect pushes the cell outwards.

To second order, with the bulk stiffness $C$ used for both states,
\begin{equation}
E_a(\varepsilon)=E_a(0)-P_a\cdot\varepsilon+\frac V2\,\varepsilon\cdot C\cdot\varepsilon .
\label{expand}
\end{equation}
Setting the derivative to zero gives the stress-free strain. With $S=C^{-1}$,
\begin{equation}
-P_a+VC\cdot\varepsilon_a=0
\quad\Rightarrow\quad
\varepsilon_a=\frac{S\cdot P_a}{V}.
\end{equation}
Inserting this in (\ref{expand}), the linear term gives $-P_a\cdot S\cdot P_a/V$ and the quadratic term returns half of it:
\begin{equation}
E_a(\varepsilon_a)=E_a(0)-W(P_a),\qquad
W(P)=\frac{P\cdot S\cdot P}{2V}.
\end{equation}

\subsection*{The barrier, and the missing cross term}

Subtracting the two states gives the change of the barrier on freeing the cell:
\begin{equation}
\Delta E_{\rm free}-\Delta E_{\rm fixed}=-\left[W(P_s)-W(P_i)\right].
\label{right}
\end{equation}
To compare this with your expression, write $P_s=P_i+\Delta P$ and use the symmetry of $S$:
\begin{align}
W(P_s)&=\frac{P_i\cdot S\cdot P_i+2P_i\cdot S\cdot\Delta P+\Delta P\cdot S\cdot\Delta P}{2V},\\
W(P_s)-W(P_i)&=W(\Delta P)+\frac{P_i\cdot S\cdot\Delta P}{V}.
\label{cross}
\end{align}
The last term is what you lose. It vanishes if the initial state has no dipole, or more generally if $P_i\cdot S\cdot\Delta P=0$.

The loss can change the sign. A stable crystal has positive definite $S$, so $-W(\Delta P)$ is never positive. Now take isotropic dipoles $p_i$ and $p_s$ times the unit tensor in a cubic crystal of bulk modulus $K$. Then $W=p^2/(2KV)$, and (\ref{right}) becomes $(p_i^2-p_s^2)/(2KV)$. If the saddle exerts no pressure, $p_s=0$, the barrier rises by $p_i^2/(2KV)$, while your expression lowers it by the same amount.

\subsection*{The question your expression does answer}

Suppose both states are computed in the stress-free cell of the initial state, held at $\varepsilon_i$. From (\ref{expand}), the quadratic terms cancel in the barrier, leaving
\begin{equation}
\Delta E(\varepsilon_i)=\Delta E_{\rm fixed}-\Delta P\cdot\varepsilon_i
=\Delta E_{\rm fixed}-\frac{P_i\cdot S\cdot\Delta P}{V}.
\label{stage}
\end{equation}
In that cell the saddle's residual dipole is $P_s-VC\cdot\varepsilon_i=P_s-P_i=\Delta P$, and the initial state has none. Freeing the saddle's cell therefore lowers the barrier by $W(\Delta P)$. Adding this to (\ref{stage}) recovers (\ref{right}) through (\ref{cross}).

So the starting cell decides. From the perfect-crystal cell, use (\ref{right}). From the initial state's relaxed cell, use $-W$ of the saddle's residual dipole. Combining a perfect-cell barrier with the second correction omits the step in (\ref{stage}).

\subsection*{Is it still a saddle when the cell is free?}

Let $H_{uu}$, $H_{u\varepsilon}$ and $H_{\varepsilon\varepsilon}$ be the blocks of second derivatives, with rigid translations removed. Completing the square in the atomic displacements leaves $H_{uu}$ and the atom-relaxed stiffness
\begin{equation}
H_{\varepsilon\varepsilon}-H_{\varepsilon u}H_{uu}^{-1}H_{u\varepsilon}.
\end{equation}
Such a change of variables preserves the number of negative directions. One unstable atomic mode plus a positive relaxed stiffness therefore gives a first-order saddle. In this hop the saddle has inversion symmetry about the moving atom. Strain is even under inversion and the unstable mode is odd, so the two do not couple.

\subsection*{Numbers for copper}

I relaxed the hop with the Cleri--Rosato second-moment tight-binding potential, which combines pair repulsion with a square-root bonding term, using a smooth cutoff from 5.8 to 6.6 \AA, which keeps five neighbour shells in full and the sixth (6.26 \AA) in part. It is an empirical potential, cheap enough to relax atoms and cell directly by quasi-Newton minimization. Inversion symmetry holds the saddle in place. The elastic constants, from finite differences of the stress, give $K=0.8831$, $C'=(C_{11}-C_{12})/2=0.1628$ and $C_{44}=0.5082$ eV/\AA$^3$.

In the 108-site cell, $V=1273.9$ \AA$^3$. The initial dipole is isotropic, $p_i=-2.486$ eV. For a hop along $[110]$ the saddle has $P_{xx}=P_{yy}=-2.452$, $P_{zz}=2.810$ and $P_{xy}=-0.758$ eV.

A cubic crystal has stiffness $3K$ for the isotropic part of a tensor, $2C'$ for tetragonal shear and $2C_{44}$ for the off-diagonal part. The squared norms of these parts of $P_s$ are $({\rm tr}P_s)^2/3$, $2(P_{xx}-P_{zz})^2/3$ and $2P_{xy}^2$. Dividing each by $2V$ times its stiffness gives
\begin{align}
W(P_s)&=\frac{({\rm tr}P_s)^2}{18KV}+\frac{(P_{xx}-P_{zz})^2}{6C'V}+\frac{P_{xy}^2}{2C_{44}V}\nonumber\\
&=0.22+22.25+0.44=22.91\ {\rm meV},\\
W(P_i)&=\frac{p_i^2}{2KV}=2.75\ {\rm meV}.
\end{align}
The correction is $-(22.91-2.75)=-20.16$ meV. The tetragonal part dominates because the saddle's dipole is itself mostly tetragonal: the three squared norms are 1.46, 18.46 and 1.15 eV$^2$. The soft modulus $C'$ enlarges this part further; with $C_{44}$ in place of $C'$ it would still be 7.13 meV.

Since $P_i$ is isotropic, the cross term sees only the trace of $\Delta P$, which is $-2.095+7.457=5.362$ eV:
\begin{equation}
\frac{P_i\cdot S\cdot\Delta P}{V}=\frac{p_i\,{\rm tr}\Delta P}{3KV}
=\frac{(-2.486)(5.362)}{3(0.8831)(1273.9)}\ {\rm eV}=-3.95\ {\rm meV}.
\end{equation}
Your expression thus gives $-20.16-3.95=-24.11$ meV. The shear parts agree in both formulas. In the isotropic part, the true contribution is $+2.53$ meV and yours is $-1.42$ meV, so there the sign is indeed wrong.

Direct relaxation of both cells gives the following corrections, in meV:

\begin{center}
\begin{tabular}{rrrr}
sites & direct & $-[W(P_s)-W(P_i)]$ & $-W(\Delta P)$\\
32 & $-58.1$ & $-47.9$ & $-60.3$\\
108 & $-21.06$ & $-20.16$ & $-24.11$\\
256 & $-9.41$ & $-9.24$ & $-10.94$\\
500 & $-4.89$ & $-4.85$ & $-5.72$
\end{tabular}
\end{center}

The 32-site row needs care: the wrong formula lands closer to the direct value. This is a cancellation of errors. The quantity that $-W(\Delta P)$ describes, the release of the saddle from the initial state's cell, is $-71.7$ meV by direct relaxation, so the formula misses its own target by 11 meV. A cell this small is outside the accuracy of the quadratic theory.

The neglected terms explain the improvement with size. A defect changes the total stiffness $VC$ by an amount that does not grow with $V$. Multiplied by two strains of order $1/V$, this gives an energy of order $V^{-2}$. Cubic elasticity gives $V\varepsilon^3$, also of order $V^{-2}$. The error of (\ref{right}) falls from 10.3 to 0.90 meV between 32 and 108 sites, a factor of 11.4, which matches the squared volume ratio. The missing cross term falls only as $1/V$, like the correction itself, so their ratio does not vanish in large cells: it is 0.20 at 108 sites and 0.18 at 500.

At 108 sites, replacing $C$ by each defective cell's own stiffness, obtained from its Hessian, changes the correction to $-22.05$ meV. Cubic and higher terms in the strain then bring it back to $-21.06$ meV. The two neglected effects partly cancel here.

The two-stage route can be followed in the same cell. The barrier is 0.71247 eV in the perfect-crystal cell and 0.71651 eV in the initial state's cell, a rise of 4.0 meV against the 3.95 meV of (\ref{stage}). Freeing the saddle's cell then lowers it by 25.1 meV, to 0.69141 eV.

\subsection*{What the correction does not do}

Equation (\ref{right}) converts one boundary condition into another. It does not remove the elastic interaction between periodic images, which also scales as $1/V$. Extrapolating linearly in $1/V$ from the 256- and 500-site cells, both barriers tend to 0.712 eV. The fixed-cell value at 108 sites is already within 1 meV of this, while the free-cell value is about 21 meV below it. For this potential and these cubic cells, correcting to a free cell therefore moves the barrier away from the isolated-defect limit. That is a result for this case, not a general preference for fixed cells.

For real copper, a vacancy migration energy of roughly 0.7 eV is the right size, so the model's barrier is realistic. That agreement does not test its elastic dipoles, which set the correction. At 400 K, with the prefactor held fixed, the 3.95 meV between the two formulas at 108 sites changes the hop rate by a factor of 1.12. A warm line also breaks the assumption of an unexpanded lattice: a linear expansion of 0.5\%, roughly that of copper from 0 to 400 K, lowers the static 108-site fixed-cell barrier by 26 meV, more than the whole cell correction. The model's lattice constant, 3.6135 \AA, is however already close to the room-temperature value, and the further 0.18\% from room temperature to 400 K lowers the barrier by only about 10 meV. Both are static energies, not free energies. Tunnelling is no concern at that temperature, since the unstable mode gives a crossover near 20 K. Grain boundaries and interfaces offer other paths in real lines, and a bulk-hop barrier does not describe them. The digits quoted belong to this cutoff. Moving the taper so that the sixth shell is excluded or fully included shifts the 108-site fixed-cell barrier by about $\pm5$ meV and the direct correction by about $\pm1$ meV, while the gap between the two formulas stays at 3.7 to 4.0 meV. The error of the empirical potential itself is not estimated here.

For your barrier, then, compute $W$ separately for the two states and subtract. State which cell the starting barrier used, and compare at least two cell sizes before reading either boundary condition as the isolated defect.
